\section*{Why column scaling does not rescue Cholesky in unorthogonalized LOBPCG, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

My LOBPCG code for the lowest eigenpairs of a real symmetric Hamiltonian stacks the Ritz vectors $X$, the preconditioned residuals $W$ and the previous steps $P$ into $S=[X,W,P]$, without orthogonalizing, and reduces the Rayleigh--Ritz problem by a Cholesky factorization of $G=S^TS$. As the residuals fall, $\kappa(G)$ climbs past $10^{16}$. Sometimes Cholesky stops with a negative pivot, sometimes not. I normalized every column, $\kappa$ dropped by many orders of magnitude, and the runs that failed still fail. What decides the failure, can I predict where it comes, and why does scaling not help?

\section*{Answer}

Two things make $\kappa(G)$ large: unequal column lengths and near linear dependence of the column directions, which in the cases below takes the form of a small angle between two columns. Cholesky is blind to the first, and scaling cannot remove the second.

\subsection*{Conventions}

$A$ is real symmetric, $N\times N$, with eigenpairs $\lambda_1\le\lambda_2\le\dots$, $v_l$. $X$ holds $m$ orthonormal Ritz vectors with Ritz values $\Theta$, $R=AX-X\Theta$, and $W=TR$ with $T$ symmetric positive definite, an inverse energy, so that $S$ is dimensionless. The algebra is in atomic units, the numbers in eV. A step finds the lowest $m$ Ritz vectors $X_+=SC$ in $\operatorname{span}S$ and sets $P_+=WC_W+PC_P$, so $X_+=XC_X+P_+$. $S$ has $n$ columns $s_i$ of length $d_i$, and
\begin{equation}
D=\operatorname{diag}(d_i),\qquad G=DHD,\qquad H_{ij}=\cos\angle(s_i,s_j).
\end{equation}
The unit roundoff is $u=2^{-53}=1.11\times10^{-16}$, and I assume no underflow. The quality of a computed factor $L$ is measured by the loss $\|Q^TQ-I\|_2$ with $Q=SL^{-T}$.

\subsection*{Lengths}

Let $\rho=d_{\max}^2/d_{\min}^2$. The Rayleigh quotient of $G$ at the unit vector $e_i$ is $d_i^2$, so $\lambda_{\max}(G)\ge d_{\max}^2$ and $\lambda_{\min}(G)\le d_{\min}^2$. Also $y^TGy=(Dy)^TH(Dy)$ with $d_{\min}\|y\|\le\|Dy\|\le d_{\max}\|y\|$, so $\lambda_{\max}(G)\le d_{\max}^2\lambda_{\max}(H)$ and $\lambda_{\min}(G)\ge d_{\min}^2\lambda_{\min}(H)$. Dividing,
\begin{equation}
\rho\le\kappa(G)\le\rho\,\kappa(H).\label{sand}
\end{equation}
The columns of $X$ have length one and those of $W$ shrink with $R$, so $\kappa(G)\ge1/\|w_j\|^2$. That is the growth you removed.

\subsection*{What Cholesky sees}

Each floating-point operation multiplies the true result by $1+\delta$, $|\delta|\le u$. A product of $k$ factors $(1+\delta)^{\pm1}$ lies within $\gamma_k=ku/(1-ku)$ of one, because $(1-u)^{-k}\le1/(1-ku)$ by Bernoulli's inequality.

Forming $G$: each term of a dot product of length $N$ meets one multiplication and at most $N-1$ additions, so by Cauchy--Schwarz $|\hat G_{ij}-G_{ij}|\le\gamma_N d_id_j$. Hence $\hat G=D(H+E)D$ with $|E_{ij}|\le\gamma_N$ and $\|E\|_2\le n\gamma_N$.

Factoring: the entry $L_{ij}$ comes from $(\hat G_{ij}-\sum_{k<j}L_{ik}L_{jk})/L_{jj}$, or from a square root when $i=j$. Divide this relation by the rounding factors attached to $\hat G_{ij}$. A product term keeps one factor from its multiplication and at most $j-1$ from additions; the term $L_{ij}L_{jj}$ keeps at most $j-1$ from additions and two from the reciprocal and multiplication, or from the squared root. With $\gamma\equiv\gamma_{n+2}$, which covers these counts, and $l_i$ the $i$th row of $L$,
\begin{equation}
|LL^T-\hat G|_{ij}\le\gamma\sum_k|L_{ik}||L_{jk}|\le\gamma\|l_i\|\|l_j\|.\label{back}
\end{equation}
For $i=j$ this reads $\|l_i\|^2-\hat G_{ii}\le\gamma\|l_i\|^2$, so $\|l_i\|^2\le\hat G_{ii}/(1-\gamma)$.

Suppose the first nonpositive pivot appears at stage $k\ge2$. Divide row and column $i$ by $\hat G_{ii}^{1/2}$ on paper; the bounds are homogeneous, so they hold for the unit-diagonal matrix $\hat H$. Let $L_1$ be the finished $(k-1)\times(k-1)$ factor, $l$ the computed off-diagonal part of row $k$, and $s=\|l\|$. A nonpositive pivot means $1\le(1+\gamma)s^2$. The $k\times k$ matrix $M=BB^T$, with $B$ made of the rows of $L_1$ and $l$, has rank $k-1$. Take a null vector $z=(z_1,z_k)$ and set $t=|z_k|$ and $a=\sum_{i<k}|z_i|\|l_i\|$. With $\hat H_k$ the leading block, \eqref{back} bounds all entries of $\hat H_k-M$ but the last, which is $1-s^2$:
\begin{align}
z^T\hat H_kz=z^T(\hat H_k-M)z&\le\gamma a^2+2\gamma\,ats+t^2(1-s^2)\nonumber\\
&\le\frac{\gamma k}{k-1}a^2+t^2\left[1-s^2\bigl(1-\gamma(k-1)\bigr)\right].
\end{align}
The second line uses $2ats\le a^2/(k-1)+(k-1)t^2s^2$. Cauchy--Schwarz gives $a^2\le(k-1)\|z_1\|^2/(1-\gamma)$. For $\gamma(k-1)<1$ the bracket decreases with $s^2$, so it is at most its value at $s^2=1/(1+\gamma)$, which is $\gamma k/(1+\gamma)$. Thus $z^T\hat H_kz\le k\gamma\|z\|^2/(1-\gamma)$, and failure implies $\lambda_{\min}(\hat H)\le n\gamma/(1-\gamma)$. Since $\hat H$ is $H+E$ rescaled by diagonal entries at most $1+\gamma_N$, $\lambda_{\min}(\hat H)\ge(\lambda_{\min}(H)-n\gamma_N)/(1+\gamma_N)$. Absorbing the second-order factors into $1.01$, Cholesky succeeds if
\begin{equation}
\lambda_{\min}(H)>b=1.01\,n(\gamma_N+\gamma_{n+2}).\label{b}
\end{equation}
No $d_i$ appears. For the loss, write $L=D\tilde L$. The two bounds give $\|H-\tilde L\tilde L^T\|\le b$, hence $\sigma_{\min}(\tilde L)^2\ge\lambda_{\min}(H)-b$, and
\begin{equation}
\|Q^TQ-I\|=\|\tilde L^{-1}(H-\tilde L\tilde L^T)\tilde L^{-T}\|\le\frac{b}{\lambda_{\min}(H)-b},\label{loss}
\end{equation}
leaving out the rounding of the triangular solve itself. The number $b$ is a worst case and not the point of failure. The actual errors in $H$ are a few $u$ in case B below. While $\lambda_{\min}(H)$ is comparable to them, the computed critical pivot can fall on either side of its true value, and the loss can be a fraction of one or several times one. Once $\lambda_{\min}(H)$ is well below them, the critical pivot is a difference of rounded numbers that typically exceeds its true value in size. If it is nonpositive you get the exception. If it is positive, the corresponding column of $Q$ has squared length near (true pivot)/(computed pivot), far below one, and the loss is near one without any warning.

Scaling by powers of two, $d_i\to2^{k_i}d_i$, changes exponents and no mantissa. Every term in the formula for $L_{ij}L_{jj}$ acquires the same factor $2^{k_i+k_j}$, and $\sqrt{4^{k}x}=2^k\sqrt x$, so the same sequence of operations returns the same digits and the same exception. This was tested bitwise on every matrix below, along with \eqref{b}, \eqref{loss} where $\lambda_{\min}(H)>2b$ and, where the singular values are resolved, \eqref{sand}. Scaling to unit length differs from the nearest power-of-two scaling by factors within $\sqrt2$ of one. It draws new rounding errors under the same bounds.

\subsection*{Angles}

Let two columns make an angle $\phi$ and be scaled to lengths $\alpha,\beta$. Their $2\times2$ Gram matrix has trace $\alpha^2+\beta^2$ and determinant $\alpha^2\beta^2\sin^2\phi$, so its condition number obeys
\begin{equation}
\kappa_2+\frac1{\kappa_2}+2=\frac{\mathrm{tr}^2}{\det}=\frac{(\alpha^2+\beta^2)^2}{\alpha^2\beta^2\sin^2\phi}\ge\frac{4}{\sin^2\phi}.
\end{equation}
Equality holds at $\alpha=\beta$, where the eigenvalues are proportional to $1\pm\cos\phi$. The left side increases with $\kappa_2\ge1$, so $\kappa_2\ge(1+\cos\phi)/(1-\cos\phi)$. Restricting the Rayleigh quotient of the full matrix to these two coordinates shows that its extreme eigenvalues enclose those of the block. For every diagonal scaling $F$,
\begin{equation}
\kappa(FGF)\ge\cot^2(\phi/2),\qquad\lambda_{\min}(H)\le1-\cos\phi.\label{cot}
\end{equation}
No scaling beats unit columns by more than a factor $n$ (the van der Sluis bound): $\lambda_{\max}(H)\le\operatorname{tr}H=n$, and $H$ is $B=FGF$ rescaled by $B_{ii}^{-1/2}$, so $\lambda_{\min}(H)\ge\lambda_{\min}(B)/\max_iB_{ii}\ge1/\kappa(B)$, which gives $\kappa(H)\le n\,\kappa(B)$.

The Rayleigh--Ritz condition says where small angles can sit. It reads $S^T(AX_+-X_+\Theta_+)=0$, and $X_+,P_+$ lie in $\operatorname{span}S$, so in exact arithmetic $w^TT^{-1}y=0$ for $w\in\operatorname{span}W_+$ and $y\in\operatorname{span}[X_+,P_+]$. Normalize $f=T^{-1/2}w$ and $g=T^{-1/2}y$, which are then orthonormal. The Gram matrix of $w,y$ is $B=[f\,g]^TT[f\,g]$, with eigenvalues $\mu_1\ge\mu_2$ inside the spectrum of $T$. Since $B_{11}B_{22}\le(\mu_1+\mu_2)^2/4$,
\begin{equation}
\cos^2\angle(w,y)=1-\frac{\mu_1\mu_2}{B_{11}B_{22}}\le\left(\frac{\mu_1-\mu_2}{\mu_1+\mu_2}\right)^2\le\epsilon^2,\qquad\epsilon=\frac{\kappa_T-1}{\kappa_T+1},\label{wie}
\end{equation}
which is Wielandt's inequality. Then $\|w+y\|^2\ge(1-\epsilon)(\|w\|^2+\|y\|^2)$, so $\lambda_{\min}(H)$ is at least $1-\epsilon$ times the smaller of $\lambda_{\min}(H_W)$ and $\lambda_{\min}(H_{XP})$. For moderate $\kappa_T$, rank is lost inside $W$ or inside $[X,P]$. The argument gives nothing for an indefinite or column-dependent $T$, or once $R$ is at rounding level. Unless marked otherwise, the numbers below are in the numerical output after this answer.

\subsection*{Case A: one vector, large $\kappa(G)$, no failure}

Take $m=1$ and $T\propto I$. Then $\epsilon=0$, so $w\perp x,p$, and $H$ has eigenvalues $1$ and $1\pm c$ with $c=|\cos\angle(x,p)|$. For a step $x_+=\alpha x+p_+$, $p_+=\gamma'w+\beta p$, orthogonality of $w$ gives $x\cdot p_+=\beta\,x\cdot p$ and $\|p_+\|^2=\gamma'^2\|w\|^2+\beta^2\|p\|^2$, so
\begin{equation}
x_+\cdot p_+=\alpha\beta\,(x\cdot p)+\|p_+\|^2,\qquad c_+\le|\alpha|\,\frac{|\beta|\|p\|}{\|p_+\|}\,c+\|p_+\|.
\end{equation}
The ratio $|\beta|\|p\|/\|p_+\|$ is below one for $\gamma'\ne0$. If it stays away from one while $|\alpha|\to1$ and $\|p_+\|\to0$, then $c\to0$; I have not proved that condition in general.

The model is a chain of 101 sites with hopping $t=1$ eV, one site lowered by $U=1.5$ eV, and $T=1$ eV$^{-1}$. The bound state lies at $-\sqrt{U^2+4t^2}=-2.5$ eV. At step 25, $\|r\|=3.2\times10^{-8}$ eV and $\kappa(G)=9.7\times10^{14}$, so $\kappa(G)\|w\|^2=9.7\times10^{14}\times1.0\times10^{-15}\approx1$. Meanwhile $\kappa(H)$ falls from $3.52$ through $1.004$ at step 13 to $1.00000$. The run stops at step 40 after passing $\kappa(G)=3.6\times10^{23}$, well beyond $1/u=9.0\times10^{15}$, with the loss tested to stay below $10^{-13}$. At step 37, $\kappa(H)$ is back at $1.00017$; my conjecture is that rounding errors near $10^{-15}$ eV in a residual of $7.4\times10^{-12}$ eV spoil $w\perp x,p$ and, passed on to $p$ by the next steps, raise $c$ again.

Now replace $p$ by the previous iterate $x_{\rm old}$, which spans the same space together with $x$ when $\alpha\neq0$. For unit vectors at distance $d=\|x-x_{\rm old}\|$, $\cos\phi=1-d^2/2$, so
\begin{equation}
\lambda_{\min}(H)=\frac{d^2}{2},\qquad\kappa(H)=\frac{2-d^2/2}{d^2/2}=\frac{4-d^2}{d^2},
\end{equation}
tested to a relative $10^{-4}$ for $\|r\|>10^{-7}$ eV along the same trajectory. With $b=3.57\times10^{-14}$ success is guaranteed for $d>\sqrt{2b}=2.7\times10^{-7}$, and $\lambda_{\min}=u$ at $d=\sqrt{2u}=1.5\times10^{-8}$. At step 25, $d=3.5\times10^{-8}$ and the loss with unit columns is $0.13$. The first exception comes at step 27, with $d=9.2\times10^{-9}$ and $\lambda_{\min}=4\times10^{-17}$. Of the 12 steps with $\lambda_{\min}<10^{-17}$, 10 throw, scaled or not. Check that your $P$ is built from $WC_W+PC_P$.

Cholesky is guaranteed to succeed while $\lambda_{\min}(H)>b$, whatever the column lengths, and case A shows that a huge $\kappa(G)$ can be harmless when the column directions stay independent. What remains is to see how directions become dependent, in a warm start as the residuals fall and in a symmetry sector that runs out at large residuals, and what to do about it.
